# Heat capacity from kinetic-energy fluctuations at constant energy, part 2

The problem is to find the heat capacity of a classical system at fixed volume from the fluctuations of its kinetic energy in a constant-energy run. $K$ is the kinetic energy of $f$ independent momenta, $U(q)$ the potential energy, $E=K+U$ the fixed total energy, and $\langle\cdot\rangle_E$ the average over the energy shell, with variance $\mathrm{Var}_E$. The shell temperature is defined by $\kappa=\langle K\rangle_E=f kT/2$, and $\beta=1/kT$. For $N$ atoms, $f=3N$ between fixed walls and $f=3N-3$ in a periodic cell at zero total momentum.

$C$ is the total canonical heat capacity. For large $f$, short-range forces and no phase transition,

$$\mathrm{Var}_E(K)=\frac{f k^2T^2}{2}\left(1-\frac{f k}{2C}\right),\qquad C_{\rm fl}=\frac{f k/2}{1-s},\qquad s=\frac{f\,\mathrm{Var}_E(K)}{2\kappa^2}.$$

Here $C_{\rm fl}$ is the estimator of $C$. A small relative error in the variance is amplified in $C_{\rm fl}$ by the factor $2C/(f k)-1$.

A canonical average (subscript $c$) mixes energy shells, so that

$$\mathrm{Var}_c(K)=\langle\mathrm{Var}_E(K)\rangle_c+\mathrm{Var}_c(\kappa).$$

The terms are the variances within and between shells. The linear part of $\kappa(E)$ has slope $f k/(2C)$ and alone gives $f^2k^3T^2/(4C)$ for the second term.

The relation was tested on $f$ independent oscillators with potential $u(q)=q^2/2+q^4/4$ in reduced units, at $kT=1$, with canonical $C=0.82806\,k$ per oscillator. Single-shell values are taken at the canonical mean energy. The shell averages came from a Laplace inversion, still to be written out.

On the shell alone, integrating out the momenta gives

$$G_j(E)=\int_{U<E}dq\,(E-U)^{f/2-1+j},\qquad\text{so that}\qquad\langle K^j\rangle_E=\frac{G_j}{G_0}.$$

With the shell heat capacity $C_E=dE/dT$, differentiation gives, for $f>2$, an exact identity:

$$\frac{k}{C_E}=1-\Big(1-\frac2f\Big)\langle K\rangle_E\,\langle K^{-1}\rangle_E.$$

Q: Where is the variance in that?

A: It appears on expanding $1/K$. Put $K=\kappa+\delta$, with $\langle\delta\rangle_E=0$. Then

$$\langle K\rangle_E\langle K^{-1}\rangle_E=1+\frac{\langle\delta^2\rangle_E}{\kappa^2}-\frac{\langle\delta^3\rangle_E}{\kappa^3}+\dots=1+v+O(f^{-2}),\qquad v=\frac{\mathrm{Var}_E(K)}{\kappa^2}.$$

For extensive fluctuations $\langle\delta^2\rangle_E$ and $\langle\delta^3\rangle_E$ are of order $f$ and $\langle\delta^4\rangle_E$ is of order $f^2$, while $\kappa$ is of order $f$. So $v$ is of order $1/f$, and the third and fourth terms are of order $1/f^2$. Inserting the expansion gives

$$\frac{k}{C_E}=1-\Big(1-\frac2f\Big)(1+v)+O(f^{-2})=\frac2f-v+O(f^{-2}).$$

Solve for $v$ and multiply by $\kappa^2=f^2k^2T^2/4$. The result is $f k^2T^2/2-f^2k^3T^2/(4C_E)$, which is the relation again. At leading order $C_E$ and the canonical $C$ agree.

Q: And the Laplace inversion you promised?

A: Let the minimum of $U$ be zero. Exchanging the order of integration gives

$$\int_0^\infty dE\,e^{-\beta E}G_j(E)=\Gamma\big(\tfrac f2+j\big)\,\beta^{-(f/2+j)}\int dq\,e^{-\beta U}.$$

For independent oscillators the last integral is the $f$-th power of a one-dimensional one. Inverting the transform along a line of complex $\beta$ gives $G_j(E)$ and all the moments. For the oscillators at $f=60$, the exact identity then gives $C_E/f=0.82832\,k$, and a finite-difference derivative $dE/dT$ gives the same digits.

Q: Now the harmonic crystal. If I insert $C=3Nk$, I get a variance. That would check nothing.

A: So the variance has to be found from the shell itself. Let fixed walls hold the crystal, so that $f=3N$ and all squared frequencies are positive. In mass-weighted normal coordinates $a_i$ with momenta $b_i$,

$$H=\sum_{i=1}^{f}\frac{b_i^2+\omega_i^2a_i^2}{2}.$$

With the scaled variables $b_i$ and $\omega_ia_i$, the energy shell is a sphere of radius $\sqrt{2E}$ in $2f$ dimensions. The scaling has a constant Jacobian and does not affect averages. Kinetic and potential energy are each half the squared length of an $f$-dimensional vector, so each has a density of states proportional to its energy to the power $f/2-1$. The fraction $x=K/E$ therefore has the density

$$w(x)\propto x^{n-1}(1-x)^{n-1},\qquad n=\frac f2,\quad 0<x<1.$$

By symmetry $\langle x\rangle=\tfrac12$. For the second moment use $\int_0^1x^{r-1}(1-x)^{t-1}dx=\Gamma(r)\Gamma(t)/\Gamma(r+t)$:

$$\langle x^2\rangle=\frac{\Gamma(n+2)}{\Gamma(n)}\,\frac{\Gamma(2n)}{\Gamma(2n+2)}=\frac{n(n+1)}{2n(2n+1)}=\frac{n+1}{2(2n+1)}.$$

Subtracting $\tfrac14$ gives

$$\mathrm{Var}(x)=\frac{2(n+1)-(2n+1)}{4(2n+1)}=\frac{1}{4(f+1)},\qquad \mathrm{Var}_E(K)=\frac{E^2}{4(f+1)}.$$

No heat capacity has been assumed. With $\kappa=E/2$,

$$s=\frac{f}{2}\,\frac{E^2}{4(f+1)}\,\frac{4}{E^2}=\frac{f}{2(f+1)},\qquad 1-s=\frac{f+2}{2(f+1)},$$

and the estimator gives

$$C_{\rm fl}=f k\,\frac{f+1}{f+2}.$$

Q: That is not $3Nk$.

A: Not at finite size. It tends to $f k=3Nk$ as $N$ grows, which is all that a relation with errors of relative order $1/f$ can deliver. For $f=3$ it gives $0.8\,f k$, and for $f=192$ it gives $0.99485\,f k$. The exact identity has no such defect. For $f>2$,

$$\langle x^{-1}\rangle=\frac{\Gamma(n-1)}{\Gamma(n)}\,\frac{\Gamma(2n)}{\Gamma(2n-1)}=\frac{2n-1}{n-1}=\frac{2(f-1)}{f-2},$$

so $\langle K\rangle_E\langle K^{-1}\rangle_E=(f-1)/(f-2)$ and

$$\frac{k}{C_E}=1-\frac{f-2}{f}\,\frac{f-1}{f-2}=\frac1f.$$

Hence $C_E=f k=3Nk$ for the crystal between walls. In a periodic crystal at zero total momentum, the energy does not depend on the position of the centre of mass. If uniform translation is the only motion without a restoring force, $3N-3$ vibrations remain and the result is $(3N-3)k$.

Q: Show me numbers for a crystal.

A: Take a model crystal of $N=64$ atoms between fixed walls, so $f=192$. The mass is $50000\,m_e$. Springs along the cell edges have constants $0.04$, $0.05$ and $0.06\,E_h/a_0^2$, and those along face diagonals $0.02\,E_h/a_0^2$. At $300$ K, $kT=9.50043\times10^{-4}\,E_h$ and

$$E=f kT=192\times9.50043\times10^{-4}\,E_h=0.18241\,E_h.$$

The shell formula gives $\mathrm{Var}_E(K)=0.18241^2/(4\times193)=4.310\times10^{-5}\,E_h^2$. A random sample of $100000$ points on the shell gives $4.299\times10^{-5}\,E_h^2$ and a mean kinetic energy of $0.091186\,E_h$. From the sample,

$$s=\frac{192\times4.299\times10^{-5}}{2\times0.091186^2}=0.4963,\qquad \frac{C_{\rm fl}}{N}=\frac{96\,k}{64\times0.5037}=2.978\,k,$$

or $24.76$ J/(mol K). The expected value is $3k\times193/194=2.985\,k$. The difference of $0.2\%$ is within the sampling error: for a nearly Gaussian quantity, the variance from $n_s$ independent points has a relative error $\sqrt{2/n_s}$, here $0.45\%$. At $C=f k$ the amplification factor $2C/(f k)-1$ is one. The exact identity applied to the same sample gives $2.991\,k$.

Q: Would a real crystal with these frequencies have that heat capacity?

A: No, because the calculation is classical. The highest frequency is $2.646\times10^{-3}$ in atomic units, where $\hbar=1$, so $y=\hbar\omega/kT=2.79$ for that mode. A quantum oscillator has thermal energy $\hbar\omega/(e^y-1)$. Its derivative with respect to $T$ is $k\,y^2e^y/(e^y-1)^2$, about $0.54\,k$ here. The classical value $k$ requires $y\ll1$. First-principles forces do not change this if the nuclei move classically.

Q: You sampled random points on the shell. A simulation follows one trajectory, and the modes of a harmonic crystal never exchange energy.

A: That is a real limitation. Each mode energy $E_i$ is conserved, and the motion gives

$$K(t)=\sum_iE_i\sin^2(\omega_it+\varphi_i)=\frac E2-\frac12\sum_iE_i\cos(2\omega_it+2\varphi_i).$$

Over a long time each cosine averages to zero. A product of cosines from modes with different frequencies also averages to zero, while the square of one cosine averages to $\tfrac12$. For distinct frequencies, therefore,

$$\overline{K}=\frac E2,\qquad \mathrm{Var}_t(K)=\frac14\cdot\frac12\sum_iE_i^2=\frac18\sum_iE_i^2.$$

The time variance depends on how the energy is distributed among the modes.

Q: Then the method fails for the very system you chose to check it.

A: It fails whenever the mode energies are not spread as on the shell, and this includes common starting procedures. Averaged over the shell, the time variance is correct. One mode contributes two squared coordinates, so its energy has a constant density of states. The other $f-1$ modes contribute $(E-E_i)^{f-2}$. With $\varepsilon=E_i/E$ and density proportional to $(1-\varepsilon)^{f-2}$,

$$\langle\varepsilon^2\rangle=\frac{\Gamma(3)\Gamma(f-1)}{\Gamma(f+2)}\,\frac{\Gamma(f)}{\Gamma(1)\Gamma(f-1)}=\frac{2}{f(f+1)}.$$

Summing over $f$ modes and dividing by eight gives $E^2/[4(f+1)]$, the shell variance.

Now give all modes the same energy $E/f$, which looks like perfect equipartition. Then $\mathrm{Var}_t(K)=E^2/(8f)$, about half the shell value. It follows that $s=\tfrac14$ and

$$C_{\rm fl}=\frac{f k/2}{3/4}=\frac{2f k}{3},$$

or $2k$ per atom. For the model crystal started in this way, the exact normal-mode motion, evaluated at $20000$ random times spread over a thousand times the inverse of the smallest frequency gap, gives $1.993\,k$ per atom. Equipartition concerns the mean mode energies; the shell also requires their spread. The usual start, atoms on their lattice sites with Maxwell velocities, errs the other way. Each mode energy is then proportional to one squared Gaussian variable $g^2$, with $\langle g^2\rangle=1$ and $\langle g^4\rangle=3$. For large $f$ this gives $\mathrm{Var}_t(K)\approx3E^2/(8f)$, $s\approx\tfrac34$ and $C_{\rm fl}\approx2f k$, twice the correct value, until anharmonic forces redistribute the energy among the modes.

Q: How far off is a trajectory started from a random shell point?

A: Such a point has mode energies proportional to independent exponential variables $\eta_i$ of mean one, because each is a sum of two squared Gaussian variables. The time variance is proportional to $R=\sum_i\eta_i^2/(\sum_i\eta_i)^2$. With $\langle\eta^2\rangle=2$, the relative deviation of $R$ to first order is

$$\frac{\sum_i(\eta_i^2-2)}{2f}-\frac{2\sum_i(\eta_i-1)}{f}=\frac1{2f}\sum_i(\eta_i^2-4\eta_i+2).$$

Each bracket has mean zero. From $\langle\eta^m\rangle=m!$ its mean square is $24-48+40-16+4=4$. The relative variance of $R$ is thus $4f/(4f^2)=1/f$, and the scatter between trajectories is $1/\sqrt f=0.072$ for $f=192$. The sampled shell points give $0.071$. One random trajectory of the crystal gave $C_{\rm fl}/N=3.206\,k$, about $7\%$ above $3k$ and consistent with this scatter. Running that trajectory longer does not remove the deviation; averaging the variance over independent starting points does, provided they are drawn from the shell distribution.

Q: What about equal frequencies, which symmetric crystals have?

A: For two modes with the same frequency the cross term survives and adds $\tfrac14E_iE_j\cos(2\varphi_i-2\varphi_j)$ to the time variance. It vanishes on averaging over the phases, so the shell result stands, but single trajectories depend on the phases too. Nearly equal frequencies behave in the same way until the run is long compared with the inverse of their difference. The unequal edge springs were chosen to avoid exact degeneracies. The closest pair of frequencies still differs by only $1.7\times10^{-7}$ of the highest one, so the sampled times span about $5\times10^{-5}$ s, far longer than a usual simulation.

Q: Finally, suppose my first-principles run does not conserve energy perfectly.

A: Then it mixes shells, and the decomposition from the first half applies. If the energy wanders slowly with variance $\sigma_E^2$, the measured variance of $K$ gains approximately $(f k/2C)^2\sigma_E^2$. For a harmonic crystal this is $\sigma_E^2/4$, to be compared with the true $f k^2T^2/4$. The energy error must therefore satisfy $\sigma_E\ll\sqrt f\,kT$. Otherwise $s$ is too large. For the harmonic crystal $s=2\,\mathrm{Var}(K)/(f k^2T^2)\approx\tfrac12+\sigma_E^2/(2f k^2T^2)$, so the heat capacity is overestimated while $\sigma_E<\sqrt f\,kT$; the estimator diverges at $\sigma_E=\sqrt f\,kT$ and turns negative beyond it.

## Computed values

```
Anharmonic oscillators (reduced units, kT = 1)
canonical C per oscillator = 0.82806 k
f = 60: Var K = 11.6615, C/f from Var K = 0.81838 k, rel. error = -1.17e-02
  exact identity C_E/f = 0.82832 k, from dE/dT = 0.82832 k
f = 240: Var K = 47.3143, C/f from Var K = 0.82558 k, rel. error = -2.99e-03
  exact identity C_E/f = 0.82813 k, from dE/dT = 0.82813 k
f = 960: Var K = 189.9380, C/f from Var K = 0.82744 k, rel. error = -7.53e-04
  exact identity C_E/f = 0.82808 k, from dE/dT = 0.82808 k
f = 120: variance within shells = 23.7705, between shells = 36.2295
  sum = 60.0000, canonical f/2 = 60.0000, linearized between = 36.2292
Harmonic crystal, shell integrals
f = 3: C/(f k) from Var K = 0.80000, from exact identity = 1.00000
f = 12: C/(f k) from Var K = 0.92857, from exact identity = 1.00000
f = 192: C/(f k) from Var K = 0.99485, from exact identity = 1.00000
Model crystal between fixed walls
atoms N = 64, f = 192, mass = 50000 m_e
edge springs = 0.04, 0.05, 0.06; diagonal = 0.02 E_h/a0^2
periodic version: vibrational modes = 189
lowest, highest frequency = 9.124e-04, 2.646e-03 a.u.
smallest frequency gap / highest frequency = 1.69e-07
T = 300 K, kT = 9.50043e-04 E_h, E = 0.18241 E_h
shell samples = 100000, <K> = 0.091186 E_h
Var K sampled = 4.2990e-05, formula = 4.3099e-05 E_h^2
C/N from Var K = 2.978 k = 24.76 J/(mol K)
C/N from exact identity = 2.991 k
classical limit 3k = 24.94 J/(mol K)
shell mean of time variance = 4.3096e-05 E_h^2
relative scatter between trajectories = 0.071
trajectory, random shell point: Var K = 4.6047e-05, sum E_i^2/8 = 4.6403e-05 E_h^2
  apparent C/N = 3.206 k
trajectory, equal mode energies: Var K = 2.1437e-05, sum E_i^2/8 = 2.1662e-05 E_h^2
  apparent C/N = 1.993 k
```
